# Are eigenvectors of an energy-dependent downfolded Hamiltonian orthonormal?

**Q:** I have removed some orbitals from a band model by Löwdin partitioning. The downfolded Hamiltonian depends on energy, but it is Hermitian at every real energy where it is defined. Its eigenvectors must therefore be orthonormal, and I want to use them as ordinary states of the smaller model.

**A:** Let us try that on a matrix small enough to solve by hand. In eV, in an orthonormal basis,

$$
H=\begin{pmatrix}2&2&0\\2&3&2\\0&2&4\end{pmatrix}.
$$

Keep the first two orbitals and remove the third. What is your downfolded Hamiltonian?

**Q:** For an eigenvector $(a,b,y)$, the third row reads $2b+4y=Ey$, so $y=2b/(E-4)$. Putting this into the second row adds $2y=4b/(E-4)$, which gives

$$
H_{\rm eff}(E)=\begin{pmatrix}2&2\\2&3+\dfrac{4}{E-4}\end{pmatrix}.
$$

**A:** An eigenvalue of this matrix is an energy of the original problem when it equals the $E$ that was inserted. The condition is

$$
(E-2)\left(E-3-\frac{4}{E-4}\right)-4=0 .
$$

Multiply by $E-4$, which is nonzero here:

$$
(E-2)(E^2-7E+8)-4(E-4)=E^3-9E^2+18E=E(E-3)(E-6)=0 .
$$

The energies are 0, 3 and 6 eV. The first row, $(2-E)a+2b=0$, gives $b=(E-2)a/2$, so the unit vectors are

$$
u_1=\frac{(1,-1)}{\sqrt2},\qquad u_2=\frac{(2,1)}{\sqrt5},\qquad u_3=\frac{(1,2)}{\sqrt5}.
$$

Now take their overlaps.

**Q:** $u_1\cdot u_2=1/\sqrt{10}=0.316$, $u_1\cdot u_3=-0.316$ and $u_2\cdot u_3=4/5$. None vanishes. But the theorem about Hermitian matrices cannot be wrong.

**A:** It applies to the eigenvectors of one matrix. Your three vectors belong to three matrices, $H_{\rm eff}(0)$, $H_{\rm eff}(3)$ and $H_{\rm eff}(6)$. At $E=0$ the matrix has all elements equal to 2 and its eigenvalues are 0 and 4 eV. The eigenvector for 4 eV is indeed orthogonal to $u_1$, but 4 eV is not the energy that was inserted, and it is not an eigenvalue of $H$. The theorem gives you orthogonality to a vector that does not describe a state of the full system at that energy.

**Q:** Then what are the self-consistent vectors, in general?

**A:** Let the kept space P have dimension $p$ and the removed space Q dimension $q\ge1$. Write

$$
H=\begin{pmatrix}A&B\\B^\dagger&D\end{pmatrix},\qquad v_i=\begin{pmatrix}x_i\\y_i\end{pmatrix},\qquad Hv_i=E_iv_i,
$$

with orthonormal $v_i$. I assume that the $E_i$ are distinct and that none is an eigenvalue of $D$. Then $R_i=(E_i-D)^{-1}$ exists and is Hermitian. The lower row, $B^\dagger x_i+Dy_i=E_iy_i$, gives $y_i=R_iB^\dagger x_i$. The upper row becomes

$$
[A+\Sigma(E_i)]x_i=E_ix_i,\qquad \Sigma(E)=B(E-D)^{-1}B^\dagger .
$$

So $x_i$ is the projection of a full eigenvector onto P. It is not zero: $x_i=0$ would leave $Dy_i=E_iy_i$, which the assumption excludes. Without the assumption, a state lying wholly in Q could exist, and downfolding would not show it.

Conversely, a self-consistent $x$ together with $y=(E-D)^{-1}B^\dagger x$ satisfies both rows, so it gives an eigenvector of $H$.

**Q:** The length of $x_i$ can then be at most one. Can I find it without returning to the large matrix?

**A:** Yes, from the energy derivative of $\Sigma$. With $R(E)=(E-D)^{-1}$, differentiating $(E-D)R=1$ gives $R+(E-D)R'=0$, so $R'=-R^2$ and

$$
\Sigma'(E)=-BR(E)^2B^\dagger .
$$

The norm of the removed part is $y_i^\dagger y_i=x_i^\dagger BR_i^2B^\dagger x_i=-x_i^\dagger\Sigma'(E_i)x_i$. Full normalization therefore reads

$$
1=x_i^\dagger x_i+y_i^\dagger y_i=x_i^\dagger[1-\Sigma'(E_i)]x_i .
$$

Set $x_i=\sqrt{Z_i}\,u_i$ with $u_i^\dagger u_i=1$. Then

$$
Z_i=\frac{1}{1-u_i^\dagger\Sigma'(E_i)u_i}.
$$

This is the probability of finding the full state in P. Since $-u_i^\dagger\Sigma'u_i$ is the squared length of $R_iB^\dagger u_i$, it cannot be negative, and $0<Z_i\le1$.

**Q:** I have seen this as $1/(1-d\Sigma/dE)$. Is that the same?

**A:** It is when $p=1$. For larger $p$, $\Sigma'$ is a matrix and its expectation value must be taken before the reciprocal. In the example only $\Sigma_{22}=4/(E-4)$ is nonzero, with derivative $-4/(E-4)^2$. At 3 eV the derivative is $-4$, and the second component of $u_2$ has square $1/5$, so

$$
Z_2=\frac{1}{1+4/5}=\frac59=0.556 .
$$

Taking the expectation value of the inverse matrix $[1-\Sigma']^{-1}={\rm diag}(1,1/5)$ instead gives $4/5+1/25=0.84$, which is not the weight. The same calculation gives $Z_1=1/(1+1/8)=8/9$ and $Z_3=1/(1+4/5)=5/9$.

There is also a scalar form for any $p$. Follow one nondegenerate eigenvalue $e(E)$ of $H_{\rm eff}(E)$, with unit eigenvector $u(E)$. Differentiating $e=u^\dagger H_{\rm eff}u$ gives

$$
\frac{de}{dE}=u^\dagger\Sigma'u+e\,\frac{d}{dE}(u^\dagger u)=u^\dagger\Sigma'u,
$$

because $u^\dagger u=1$ throughout. Where $e(E)=E$, the weight is thus $1/(1-de/dE)$. A steep branch means a state with much of its weight in the removed space.

**Q:** So the normalization uses the metric $1-\Sigma'(E)$. Are the vectors orthogonal under that metric?

**A:** Test it on states 1 and 2. At $E_1=0$ the metric is ${\rm diag}(1,1.25)$, and

$$
u_1^\dagger[1-\Sigma'(E_1)]u_2=\frac{2-1.25}{\sqrt{10}}=0.237 .
$$

It fails because orthogonality involves the removed parts of two states, and these were generated at two energies. For $i\ne j$,

$$
0=x_i^\dagger x_j+y_i^\dagger y_j=x_i^\dagger M_{ij}x_j,\qquad M_{ij}=1+BR_iR_jB^\dagger .
$$

The product of resolvents can be written as a difference:

$$
R_i-R_j=R_i\big[(E_j-D)-(E_i-D)\big]R_j=(E_j-E_i)R_iR_j .
$$

Divide by $E_j-E_i$ and place the result between $B$ and $B^\dagger$:

$$
M_{ij}=1-\frac{\Sigma(E_i)-\Sigma(E_j)}{E_i-E_j}.
$$

The derivative in the normalization has become a finite difference quotient. As $E_j\to E_i$ it returns to $1-\Sigma'(E_i)$.

**Q:** Let me check. The values of $\Sigma_{22}$ at 0, 3 and 6 eV are $-1$, $-4$ and 2 eV. For states 1 and 2 the lower diagonal element of $M$ is $1-(-1+4)/(0-3)=2$, and the overlap is proportional to $1\cdot2+(-1)\cdot2\cdot1=0$. For states 1 and 3 it is $1-(-1-2)/(0-6)=0.5$, giving $1\cdot1+(-1)\cdot0.5\cdot2=0$. For states 2 and 3 I find $1-(-4-2)/(3-6)=-1$, giving $2\cdot1+1\cdot(-1)\cdot2=0$. All three work, but a metric with a negative element?

**A:** In that case "metric" is a loose word. In the eigenbasis of $D$, with levels $d$, the product $R_iR_j$ has the diagonal elements $1/[(E_i-d)(E_j-d)]$. If $E_i$ and $E_j$ lie on the same side of each removed level, these are all positive and $M_{ij}$ is positive definite. If a level lies between them, its element is negative and $M_{ij}$ may be indefinite. The removed level at 4 eV lies between 3 and 6 eV, and there $M_{23}={\rm diag}(1,-1)$. It is a valid orthogonality condition, but it does not define an inner product with positive lengths.

**Q:** Could I have known that my vectors would fail to be orthogonal without computing overlaps?

**A:** Count them. Under our assumption there are $p+q$ nonzero projections in a space of dimension $p$, which can hold at most $p$ mutually orthogonal nonzero vectors. Particular pairs may still be orthogonal, for instance when a symmetry places their P parts in different sectors.

What survives is completeness. The P block of $\sum_iv_iv_i^\dagger=1$ is

$$
\sum_{i=1}^{p+q}Z_iu_iu_i^\dagger=1_P,
$$

and its trace is $\sum_iZ_i=p$. In the example, $8/9+5/9+5/9=2$. The sum needs all the self-consistent solutions and their weights.

**Q:** Do the weights also tell me how large the overlaps are?

**A:** For a single removed level they do. Then $y_i$ is a number, $|y_i|^2=1-Z_i$, and full orthogonality gives $x_i^\dagger x_j=-y_i^*y_j$. Dividing by the lengths $\sqrt{Z_i}$ and $\sqrt{Z_j}$,

$$
|u_i^\dagger u_j|=\sqrt{\frac{(1-Z_i)(1-Z_j)}{Z_iZ_j}} .
$$

For states 2 and 3 this is $(4/9)/(5/9)=0.8$, as you found. With more removed levels, $y_i^\dagger y_j$ also depends on the angle between the removed parts, so this expression is only an upper bound, and for $p\ge2$ the weights alone do not in general fix the overlap.

**Q:** In practice I often have removed levels far from the energies of interest. Is ordinary orthonormality then acceptable?

**A:** As an approximation, for states in that energy window, provided the coupling is small compared with the distance. Let $b$ be the largest singular value of $B$ and $\Delta$ the smallest distance from $E_i$ or $E_j$ to a removed level. Both $1-Z_i$ and the modulus of the overlap $u_i^\dagger u_j=-u_i^\dagger BR_iR_jB^\dagger u_j$ are then at most $b^2/\Delta^2$, which is small when $b\ll\Delta$, since each contains two factors of $B$ and two resolvents. Here $b$ measures the whole coupling block, not one matrix element: for $q$ removed levels with similar couplings, $b^2$ grows roughly in proportion to $q$, so many weak couplings can add up to a sizable removed weight. The states dominated by the removed levels lie outside the window, and this estimate does not cover them.

**Q:** I would still like one fixed matrix problem with one metric.

**A:** Expand $\Sigma$ to first order about a reference energy $E_0$. Collecting the terms in $E$ gives

$$
[A+\Sigma(E_0)-E_0\Sigma'(E_0)]c=E\,S\,c,\qquad S=1-\Sigma'(E_0).
$$

$S$ is positive definite. With $c=S^{-1/2}d$, multiplication from the left by $S^{-1/2}$ gives an ordinary Hermitian problem for $d$. Its eigenvectors can be chosen orthonormal, which means $c_i^\dagger Sc_j=\delta_{ij}$. You gain a common metric, but the energies are now in general approximate, and there are only $p$ of them. An energy that coincides with $E_0$ is still exact.

**Q:** How approximate?

**A:** Let $E_0=E_i+h$, with $h$ small. At $E_i$, the linearized self-energy differs from the true one by $-\tfrac12h^2\Sigma''(E_i)$ to leading order. Let $\delta$ be the resulting energy error. Multiply the linearized equation from the left by $x_i^\dagger$ and use $x_i^\dagger[A+\Sigma(E_i)-E_i]=0$. To leading order $c$ may be replaced by $x_i$, leaving

$$
-\tfrac12h^2x_i^\dagger\Sigma''(E_i)x_i-\delta\,x_i^\dagger[1-\Sigma'(E_i)]x_i=0 .
$$

The last factor is 1 by normalization, so $\delta=-\tfrac12h^2x_i^\dagger\Sigma''(E_i)x_i$. If you simply freeze $H_{\rm eff}$ at $E_0$, the slope of the branch gives the larger, first-order error $h\,u_i^\dagger\Sigma'(E_i)u_i$.

For state 1, $\Sigma''_{22}=8/(0-4)^3=-1/8$ eV$^{-1}$ and the second component of $x_1$ has square $4/9$. The linearized error is $h^2/36$, or $0.028\,h^2$ with $h$ in eV, while the frozen error is $-0.125\,h$.

**Q:** And for a reference energy that is not so close, say 1.5 eV, midway between the lower two states?

**A:** There $\Sigma_{22}=-1.6$ eV and $\Sigma'_{22}=-0.64$. The frozen matrix has lower diagonal element $3-1.6=1.4$ eV, and its eigenvalues are $-0.32$ and 3.72 eV. In the linearized problem that element is $3-1.6+1.5\times0.64=2.36$ eV and $S={\rm diag}(1,1.64)$. Its determinant condition,

$$
(2-E)(2.36-1.64E)-4=1.64E^2-5.64E+0.72=0,
$$

gives 0.13 and 3.31 eV. The true energies are 0 and 3 eV, so both errors are smaller than in the frozen problem. The state at 6 eV has no counterpart in either two-dimensional problem.

**Q:** Then if I compute an expectation value from a self-consistent $u_i$, what should I do with it?

**A:** For an operator $O$ acting within P alone, the full state gives $x_i^\dagger Ox_i=Z_iu_i^\dagger Ou_i$, so the weight must be included. If the operator also acts in Q or connects the two spaces, rebuild $y_i=R_iB^\dagger x_i$ and use the full vector. The numerical check below also applies the weight, orthogonality and completeness relations to a complex matrix with two kept and three removed orbitals.

## Computed results

```
Model H (eV), rows: [[2.0, 2.0, 0.0], [2.0, 3.0, 2.0], [0.0, 2.0, 4.0]]
Kept orbitals: first 2 ; removed level (eV): 4.0
State 1: E = 0.000000 eV
  full eigenvector: 0.666667 -0.666667 0.333333
  unit projection u: 0.707107 -0.707107
  Sigma_22 = -1.000000 eV; dSigma_22/dE = -0.250000
  u.Sigma'.u = -0.125000; Z = 0.888889; full P weight = 0.888889
  mean of inverse matrix (not Z) = 0.900000
  other eigenvalue of H_eff at this E = 4.000000 eV
State 2: E = 3.000000 eV
  full eigenvector: 0.666667 0.333333 -0.666667
  unit projection u: 0.894427 0.447214
  Sigma_22 = -4.000000 eV; dSigma_22/dE = -4.000000
  u.Sigma'.u = -0.800000; Z = 0.555556; full P weight = 0.555556
  mean of inverse matrix (not Z) = 0.840000
  other eigenvalue of H_eff at this E = -2.000000 eV
State 3: E = 6.000000 eV
  full eigenvector: 0.333333 0.666667 0.666667
  unit projection u: 0.447214 0.894427
  Sigma_22 = 2.000000 eV; dSigma_22/dE = -1.000000
  u.Sigma'.u = -0.800000; Z = 0.555556; full P weight = 0.555556
  mean of inverse matrix (not Z) = 0.600000
  other eigenvalue of H_eff at this E = 1.000000 eV
Sum of the three weights = 2.000000
Pair 1,2: ordinary overlap = 0.316228; M_22 = 2.000000
  |two-energy overlap| = 0.000000; with 1-Sigma'(E_1): 0.237171
Pair 1,3: ordinary overlap = -0.316228; M_22 = 0.500000
  |two-energy overlap| = 0.000000; with 1-Sigma'(E_1): -0.474342
Pair 2,3: ordinary overlap = 0.800000; M_22 = -1.000000
  |two-energy overlap| = 0.000000; with 1-Sigma'(E_2): 2.400000
Near state 1: frozen error / h = -0.125000
Near state 1: linearized error / h^2 = 0.027778 eV^-1
Reference energy E0 = 1.500000 eV
  Sigma_22(E0) = -1.600000 eV; dSigma_22/dE = -0.640000
  fixed metric 22 element = 1.640000
  frozen energies (eV): -0.322375 3.722375
  linearized energies (eV): 0.132787 3.306238
```
